\section*{Camley–Barnas magnetoresistance: the mean free path sets the spacer decay, part 2}

Magnetic layers of thickness $a$ enclose a nonmagnetic spacer, $0<z<d$; a field $E$ along $x$ drives current in the plane. How does $\Delta G=G_P-G_{AP}$, the sheet conductance for parallel minus antiparallel moments, depend on $d$ and on spin flips? Lengths are in nm, conductances in mS.

Total mean free paths are $\lambda_N$ in the spacer and $\lambda_\pm$ for majority and minority electrons in the magnetic layers. Interfaces transmit fractions $T_\pm$ and scatter the rest diffusely; outer surfaces reflect a fraction $p$ specularly. Bulk scattering is isotropic, with spin-flip path $\lambda_{\rm sf}$ and, in the spacer, spin-conserving path $\lambda_0$:
\begin{equation}
\frac1{\lambda_N}=\frac1{\lambda_0}+\frac1{\lambda_{\rm sf}} .
\label{matth}
\end{equation}
The Fermi wave number is $k_F$, the speed $v_F$, and $C=e^2k_F^2/6\pi^2\hbar$. The velocity direction $\mathbf n$ has angle $\theta$ to $z$ and azimuth $\varphi$; $\mu=|n_z|$. The Fermi surface of spin $s$ is shifted by energy $-eEg_s$, and $\langle\cdot\rangle$ averages over directions:
\begin{equation}
n_z\frac{\partial g_s}{\partial z}+\frac{g_s}{\lambda_s}
=n_x+\left(\frac1{\lambda_s}-\frac1{\lambda_{\rm sf}}\right)\langle g_s\rangle
+\frac{\langle g_{-s}\rangle}{\lambda_{\rm sf}} .
\label{boltz}
\end{equation}
Lemma 1: the in-plane current is carried by the first azimuthal harmonic of $g_s$, which is $\sqrt{1-n_z^2}\,\ell_s$. The gain terms drop out, leaving, with local conductivity $\sigma_s$,
\begin{equation}
n_z\frac{\partial\ell_s}{\partial z}+\frac{\ell_s}{\lambda_s}=1,
\qquad
\sigma_s(z)=\frac34C\int_{-1}^1dn_z\,(1-n_z^2)\,\ell_s ,
\label{ell}
\end{equation}
Lemma 2, for one magnetic layer, with $e_s=e^{-a/\mu\lambda_s}$:
\begin{equation}
X_s=T_s\lambda_s(1-e_s)(1+pe_s),\qquad R_s=pT_s^2e_s^2 .
\label{xr}
\end{equation}
\begin{equation}
K_s=2\lambda_sa-\mu\lambda_s^2(1-e_s)\left[2-p(1-e_s)\right].
\label{ks}
\end{equation}
Lemma 3, for a spin seeing moments $\alpha,\beta=\pm$ on left and right, with $q=e^{-d/\mu\lambda_N}$:
\begin{equation}
Y_s=X_s-(1-R_s)\lambda_N .
\label{y}
\end{equation}
\begin{align}
S_{\alpha\beta}&=K_\alpha+K_\beta+2\lambda_Nd+\mu\lambda_N(X_\alpha+X_\beta+Y_\alpha+Y_\beta)+J_{\alpha\beta},
\label{s}\\
J_{\alpha\beta}&=\mu q\,\frac{2Y_\alpha Y_\beta+q(R_\beta Y_\alpha^2+R_\alpha Y_\beta^2)}{1-q^2R_\alpha R_\beta} .
\label{j}
\end{align}
One spin has conductance $G_{\alpha\beta}=\frac34C\int_0^1(1-\mu^2)S_{\alpha\beta}\,d\mu$, and $G_{AP}=2G_{+-}$. Hence
\begin{equation}
\Delta G=\frac34C\int_0^1d\mu\,(1-\mu^2)\left[J_{++}+J_{--}-2J_{+-}\right].
\label{dgj}
\end{equation}
For $p=0$,
\begin{equation}
\Delta G=\frac32C\int_0^1d\mu\,\mu(1-\mu^2)
\left[X_+(\mu)-X_-(\mu)\right]^2e^{-d/\mu\lambda_N}.
\label{main}
\end{equation}
Still to be proved: (c) for $p=0$ and any $\delta>0$, $\Delta G(d+\delta)\le e^{-\delta/\lambda_N}\Delta G(d)$; (d) for $0\le p\le1$ and $d\gg\lambda_N$, $\Delta G\propto(\lambda_N/d)^2e^{-d/\lambda_N}$, unless the coefficient in (\ref{asym}) vanishes.

The opening comparison: at fixed total paths, fivefold spin flips cut the injected spin density at the spacer's centre by 56 per cent but left $\Delta G$ unchanged.

\subsection{Proof of part (c): a bound on the decay}

In (\ref{main}) the spacer thickness occurs in the exponential alone, and $\mu\le1$. Hence $e^{-(d+\delta)/\mu\lambda_N}\le e^{-\delta/\lambda_N}e^{-d/\mu\lambda_N}$. The remaining factors are not negative, so integration preserves the inequality. $\square$

More detail comes from the local decay length $\Lambda(d)$, defined by $1/\Lambda=-d\ln\Delta G/dd$. Let $\overline{F}$ denote the average of $F(\mu)$ with the integrand of (\ref{main}) as weight. Differentiating once and twice gives
\begin{equation}
\frac1\Lambda=\frac1{\lambda_N}\,\overline{\mu^{-1}},\qquad
\frac{d}{dd}\frac1\Lambda=-\frac1{\lambda_N^2}\left[\overline{\mu^{-2}}-\left(\overline{\mu^{-1}}\right)^2\right]<0 .
\label{local}
\end{equation}
For $p=0$, then, $\Lambda$ is smaller than $\lambda_N$ and grows with $d$. The cause is geometrical. An electron at angle $\theta$ must travel $d/\cos\theta$ to cross the spacer, so the most inclined electrons are lost first, and those that remain cross more nearly along the normal.

Two further properties follow. First, (\ref{main}) contains only the $X_\pm$, which do not depend on $\lambda_N$, whereas (\ref{dgj}) for $p>0$ contains the $Y_\pm$, which do. For $p=0$ the weight therefore depends on the spacer through $d/\lambda_N$ alone, and $\Lambda=\lambda_N\,\Phi(d/\lambda_N)$ with a function $\Phi$ fixed by the magnetic layers. Second, for magnetic layers much thicker than their mean free paths, $X_s\to T_s\lambda_s$ and
\begin{equation}
\Delta G=\frac32C(T_+\lambda_+-T_-\lambda_-)^2\left[E_3(d/\lambda_N)-E_5(d/\lambda_N)\right],
\label{thick}
\end{equation}
with the exponential integrals $E_n(x)=\int_0^1\mu^{n-2}e^{-x/\mu}d\mu$. Since $E_n'=-E_{n-1}$ and $E_n(0)=1/(n-1)$, the decay rate at $d\to0$ is
\begin{equation*}
\frac1\Lambda=\frac1{\lambda_N}\,\frac{E_2(0)-E_4(0)}{E_3(0)-E_5(0)}
=\frac1{\lambda_N}\,\frac{1-\frac13}{\frac12-\frac14}=\frac8{3\lambda_N}.
\end{equation*}
The decay length thus starts at $3\lambda_N/8$.

\subsection{Proof of part (d): thick spacers}

For equal moments (\ref{j}) simplifies, because its numerator contains the factor $1+qR_s$: $J_{ss}=2\mu qY_s^2/(1-qR_s)$. Expanding in $q$,
\begin{equation}
J_{++}+J_{--}-2J_{+-}=2\mu q\left[(Y_+-Y_-)^2+q(R_+-R_-)(Y_+^2-Y_-^2)+O(q^2)\right].
\label{expand}
\end{equation}
All $Y_s$ are bounded, $R_s\le1$, and $q\le e^{-d/\lambda_N}$. Everything after the first term therefore contributes to $\Delta G$ at most a constant times $e^{-2d/\lambda_N}$ when $d\gg\lambda_N$.

For the first term put $x=d/\lambda_N$ and $\mu=1/(1+t)$. Then $d\mu=-dt/(1+t)^2$ and $1-\mu^2=t(2+t)/(1+t)^2$. With $F(\mu)=(Y_+-Y_-)^2$ and then $t=\tau/x$,
\begin{align*}
\int_0^1d\mu\,\mu(1-\mu^2)F\,e^{-x/\mu}
&=e^{-x}\int_0^\infty dt\,\frac{t(2+t)}{(1+t)^5}\,F\,e^{-xt}\\
&=\frac{e^{-x}}{x^2}\int_0^\infty d\tau\,\frac{\tau(2+\tau/x)}{(1+\tau/x)^5}\,F\,e^{-\tau}.
\end{align*}
The fraction never exceeds $2\tau$ and $F$ is bounded, so the limit $x\to\infty$ may be taken under the integral. It gives $2F(1)\int_0^\infty\tau e^{-\tau}d\tau=2F(1)$. Therefore
\begin{equation}
\Delta G\simeq3C\left(Y_+-Y_-\right)^2_{\mu=1}\left(\frac{\lambda_N}{d}\right)^2e^{-d/\lambda_N}.
\label{asym}
\end{equation}
$\square$

The two powers of $\lambda_N/d$ have separate origins. Only directions with $t$ of order $1/x$, close to the normal, cross the spacer, which gives one power through $dt=d\tau/x$. For these directions $1-\mu^2\simeq2t$, the square of the small in-plane velocity in units of $v_F$, gives the other. The same substitution gives $\overline{\mu^{-1}}-1=\overline{t}\to2/x$ for $p=0$, so that
\begin{equation}
\frac1\Lambda\simeq\frac1{\lambda_N}+\frac2d .
\label{late}
\end{equation}
The approach to $\lambda_N$ is slow. For $p>0$ the second term of (\ref{expand}) can have either sign, so the proof of (c) does not carry over to reflecting surfaces, whereas (\ref{asym}) does.

\subsection{Where the spin diffusion length lives}

Spin accumulation obeys the same Boltzmann equation (\ref{boltz}), in the part that is independent of $\varphi$. In the spacer metal, let $m=g_\uparrow-g_\downarrow$. The drive $n_x$ is the same for both spins, so subtracting their equations gives
\begin{equation*}
n_z\frac{\partial m}{\partial z}+\frac m{\lambda_N}=\frac c{\lambda_N}\langle m\rangle,\qquad
c=1-\frac{2\lambda_N}{\lambda_{\rm sf}} .
\end{equation*}
The factor 2 appears because a flip removes an electron from one spin and adds it to the other. Try $m=M(n_z)e^{-z/L}$. Then $M=c\langle M\rangle/(1-n_z\lambda_N/L)$, and averaging over directions yields
\begin{equation}
1=\frac c2\int_{-1}^1\frac{dn_z}{1-n_z\lambda_N/L}
=c\,\frac L{\lambda_N}\,{\rm artanh}\frac{\lambda_N}L .
\label{root}
\end{equation}
For $0<c<1$ this has one root $L>\lambda_N$, since $y^{-1}{\rm artanh}\,y$ rises from 1 to infinity for $0<y<1$. For rare flips $L\gg\lambda_N$, and ${\rm artanh}\,y\simeq y+y^3/3$ gives $\lambda_N^2/3L^2\simeq1-c=2\lambda_N/\lambda_{\rm sf}$, that is,
\begin{equation*}
L\simeq\sqrt{\lambda_N\lambda_{\rm sf}/6} .
\end{equation*}

An accumulation outlives the mean free path because collisions return electrons to the isotropic part with their spin mostly intact. The in-plane drift has no such return: by Lemma 1 one collision erases it on average, whatever happens to the spin. With the field along $z$ the drive would be $n_z$, which is independent of $\varphi$. The gain terms would then stay, and $L$ could enter the resistance.

\subsection{A worked example}

Take $k_F=12$ nm$^{-1}$, $\lambda_+=12$ nm, $\lambda_-=2$ nm, $\lambda_N=20$ nm, $T_+=0.95$, $T_-=0.60$ and $a=4$ nm. These are round model parameters. They give $C=0.592$ mS/nm$^2$. Numerical quadrature of (\ref{main}) gives the following values for $p=0$. The conductance $G_{AP}$ comes from (\ref{s}), and $\Lambda$ from a centred difference of $\ln\Delta G$.
\begin{center}
\begin{tabular}{rlll}
$d$ (nm) & $\Delta G$ (mS) & $\Delta G/G_{AP}$ (\%) & $\Lambda$ (nm)\\
2 & 3.79 & 6.38 & 5.9\\
5 & 2.40 & 2.26 & 7.2\\
10 & 1.28 & 0.645 & 8.6\\
20 & 0.452 & 0.110 & 10.5\\
40 & 0.0809 & 0.0093 & 12.6\\
80 & 0.00445 & 0.0002 & 14.8
\end{tabular}
\end{center}

The local decay length rises with $d$ and stays below 20 nm, as (\ref{local}) requires. At $d=4000$ nm it is 19.8 nm, in accord with (\ref{late}), since $1/(1/20+2/4000)=19.8$. Such a thickness has no practical use, but it shows how late the limit is reached. If the spacer mean free path is halved to 10 nm, $\Lambda$ at $d=20$ nm becomes 6.3 nm. That is half the tabulated 12.6 nm for $\lambda_N=20$ nm and $d=40$ nm, which has the same $d/\lambda_N$.

At small $d$ the tabulated $\Lambda$ lies below the thick-layer value $3\lambda_N/8=7.5$ nm. With $w=1/\mu$,
\begin{equation*}
\frac{d}{dw}(X_+-X_-)=a\left[T_+e^{-aw/\lambda_+}-T_-e^{-aw/\lambda_-}\right]
=a\left[0.95\,e^{-w/3}-0.60\,e^{-2w}\right]>0
\end{equation*}
for $w\ge1$. The contrast between majority and minority electrons is thus largest for inclined paths, which gather more drift in a thin magnetic layer. This shifts the weight in (\ref{local}) to small $\mu$ and shortens the decay.

The asymptotic law must be used with care. At $\mu=1$ one has $X_+=11.4\,(1-e^{-1/3})=3.23$ nm and $X_-=1.2\,(1-e^{-2})=1.04$ nm, a difference of 2.19 nm. For $d=80$ nm, (\ref{asym}) gives $3\times0.592\times2.19^2\times e^{-4}/16=0.0098$ mS, about twice the tabulated value. At $d=100\lambda_N$ the ratio of $\Delta G$ to the law is 0.956, and at $400\lambda_N$ it is 0.989.

The comparison in the opening paragraph comes from a finite-difference solution of (\ref{boltz}) with both gain terms. Each layer is divided into 40 cells, and the directions into 16 Gauss--Legendre values of $\mu$ for each sign of $n_z$ and four azimuths. The gain terms are iterated until they settle. Electrons of the two spins enter isotropically at the left surface with opposite signs. The outer surfaces absorb whatever they do not reflect specularly, and each interface re-emits the untransmitted electrons isotropically, half to each side. The 56 per cent drop of the spin density refers to these choices and to parallel moments. It becomes 67 per cent if the right surface returns the electrons diffusely, and 83 per cent if both surfaces do; by Lemma 1, $\Delta G$ is the same in all these cases. For $p=0$ and $d=40$ nm, $\Delta G=0.0807$ mS both for $\lambda_{\rm sf}=1000$ nm and for 200 nm in all layers. The difference from the table, 0.2 per cent of $\Delta G$, is due to the finite cells. The spacer's spin diffusion lengths from (\ref{root}) are 58.7 nm and 28.2 nm; the rare-flip formula gives 57.7 nm and 25.8 nm.

From $d=5$ nm to 40 nm the computed $\Delta G$ falls from 2.40 mS to 0.0807 mS, a factor of 29.8. The mean decay length over this range is $35/\ln29.8=10.3$ nm. A decay over 58.7 nm would have reduced $\Delta G$ by a factor of only $e^{35/58.7}=1.8$.

Holding $\lambda_N$ fixed isolates the role of $L$. If instead flips with $\lambda_{\rm sf}=1000$ nm are added in the spacer to a fixed spin-conserving path $\lambda_0=20$ nm, then (\ref{matth}) gives $\lambda_N=19.6$ nm, and $\Delta G$ at $d=20$ nm drops by 3.7 per cent. The spin diffusion length meanwhile changes from infinity to about 58 nm, the root of (\ref{root}) for these paths. The small drop is the effect of extra collisions.

\subsection{Shunting and the magnetic layers}

Consider now the ratio $\Delta G/G_{AP}$. For a thick spacer the term $2\lambda_Nd$ in (\ref{s}) dominates $G_{AP}$. It contributes $\frac34C\cdot\frac23\cdot2\lambda_Nd=C\lambda_Nd$ per spin, so $G_{AP}\simeq2C\lambda_Nd$. The ratio then decays as $d^{-3}e^{-d/\lambda_N}$. The additional factor $1/d$ is current that flows through the spacer without probing both moments.

The thickness $a$ acts differently. For $p=0$ and $d=5$ nm, quadrature gives $\Delta G=0.71$, 2.40, 5.95, 10.3, 12.8 and 13.3 mS for $a=2$, 4, 8, 16, 32 and 64 nm. The limit is 13.35 mS. It follows from (\ref{thick}) with $T_+\lambda_+-T_-\lambda_-=11.4-1.2=10.2$ nm. The saturation is governed by the factors $e^{-a/\mu\lambda_\pm}$ in $X_\pm$, hence again by mean free paths. Material farther from the interface than a few $\lambda_+$ sends hardly any drifting electrons across the spacer, yet it conducts. The ratio $\Delta G/G_{AP}$ therefore passes through a maximum: it is 0.94, 2.26, 3.54, 3.48, 2.30 and 1.22 per cent for the same values of $a$.

Reflecting outer surfaces change the size of the effect. With $p=0.5$, $a=4$ nm and $d=5$ nm, $\Delta G$ is 5.89 mS instead of 2.40 mS. Its large-$d$ exponential is the same.

\subsection{Limits of the result}

The step that removes the spin diffusion length is the vanishing of the gain terms in Lemma 1. It needs scattering that forgets direction. If a collision can transfer an electron to the other spin while it retains part of its in-plane momentum, the equations for $\ell_\uparrow$ and $\ell_\downarrow$ become coupled, and the rate of that process enters separately. If bulk scattering within one spin favours small angles, drift survives a collision in part, and (\ref{ell}) and (\ref{main}) no longer hold as written. If the preference is strong enough, the drift decays over a length greater than $\lambda_N$. Specular reflection at the interfaces and unequal Fermi surfaces change Lemmas 2 and 3, though not the azimuthal argument, provided that the layers remain uniform in the plane and isotropic about $z$. Interference between electron waves reflected at different interfaces lies outside the Boltzmann equation altogether.
